# Energy error of a single point at a cheaper method's geometry

A geometry optimization needs energies or forces at many structures, while a single point needs one energy. It is therefore tempting to optimize a molecule with a cheap method and then spend the expensive method on one calculation at the resulting structure. Whether this is good enough depends on how much energy is lost because the structure is not the minimum of the expensive method. If the loss is small compared with the accuracy wanted, the expensive optimization can be omitted.

Let $E(q)$ be the electronic energy, including nuclear repulsion, given by the better method. The vector $q$ holds independent internal coordinates such as bond lengths and angles, so that translations and rotations of the whole molecule are absent. Let $q_*$ be a minimum of $E$, let $q'$ be the corresponding minimum of the cheaper method, and define

$$
d=q'-q_*,\qquad \delta=E(q')-E(q_*).
$$

Both energies in $\delta$ belong to the better method. The cheaper method enters through the place $q'$ and in no other way; its own energy, however poor, does not appear. Nor does $\delta$ contain the remaining error of the better method, or any vibrational energy. It is the error of the geometry alone, measured relative to a full optimization with the better method.

To find $\delta$, follow the straight segment from $q_*$ to $q'$ in the chosen coordinates. Put

$$
\varphi(t)=E(q_*+t\,d),\qquad 0\le t\le 1,
$$

so that $\delta=\varphi(1)-\varphi(0)$. Assume that $E$ has continuous third derivatives on this segment. The chain rule gives

$$
\varphi'(t)=d^{T}\nabla E(q_*+t\,d),\qquad
\varphi''(t)=d^{T}H(q_*+t\,d)\,d,
$$

where $H$ is the Hessian, the matrix of second derivatives of $E$. Now write the energy difference as an integral of the slope and integrate by parts, taking $-(1-t)$ as the function whose derivative is 1:

$$
\delta=\int_0^1\varphi'(t)\,dt
=\Big[-(1-t)\varphi'(t)\Big]_0^1+\int_0^1(1-t)\varphi''(t)\,dt .
$$

The bracket vanishes at $t=1$ because of the factor $1-t$, and its lower limit contributes $+\varphi'(0)$. This is zero too, because $\nabla E(q_*)=0$ at the minimum. Hence

$$
\delta=\int_0^1(1-t)\,d^{T}H(q_*+t\,d)\,d\;dt. \tag{1}
$$

No approximation has been made. The missing first-order term is the reason why the single-point strategy can work: a small displacement costs an energy of second order. Whether the displacement is small enough must be checked case by case.

If the Hessian changed little along the segment, it could be replaced by its value $H_*$ at $q_*$. Since $\int_0^1(1-t)\,dt=\tfrac12$, this gives

$$
\delta\approx\tfrac12\,d^{T}H_*\,d. \tag{2}
$$

To see what is neglected, let $K$ be the largest value of $|\varphi'''(t)|$ on the segment. Then $|\varphi''(t)-\varphi''(0)|\le Kt$, and

$$
\left|\delta-\tfrac12 d^{T}H_*d\right|
\le K\int_0^1(1-t)\,t\,dt
=K\left(\tfrac12-\tfrac13\right)=\frac K6 .
$$

Each derivative with respect to $t$ brings down one factor of $d$, so $K$ is of third order in the displacement. Half the squared displacement times the Hessian is thus the leading term of the error, with a cubic correction.

The sign follows from equation (1). The weight $1-t$ is not negative, so $\delta$ is positive if the surface of the better method curves upward along the segment. This condition is sufficient but not necessary. Whatever the curvature in between, $\delta$ cannot be negative if $q_*$ is the lowest point of a region that contains $q'$, since that is what lowest means. The argument does not use the variational principle. A coupled-cluster or perturbation energy may lie below the exact energy, and the single point still lies above the minimum of its own surface. The conclusion can fail if the cheaper method has led to a different conformer: $q'$ may then lie in another valley, whose floor may be lower than $E(q_*)$.

For one bond, with $d$ the error of its length, write $k$ and $f$ for the second and third derivatives of $E$ at the minimum. Taylor's series gives

$$
\delta=\tfrac12 k d^2+\tfrac16 f d^3+\dots
=\tfrac12 k d^2\left(1+\frac{f}{3k}\,d+\dots\right). \tag{3}
$$

The factor in brackets follows from dividing $fd^3/6$ by $kd^2/2$. Take a round force constant $k=500\ \mathrm{N/m}$ and a bond error of 0.01 Å, which is $10^{-12}$ m. The leading term per mole is

$$
\tfrac12N_Ak d^2
=\tfrac12(6.022\times10^{23}\ \mathrm{mol^{-1}})(500\ \mathrm{N/m})(10^{-12}\ \mathrm m)^2
=0.151\ \mathrm{kJ/mol},
$$

or 0.036 kcal/mol. The result is proportional to $k$: it is 0.075 kJ/mol for 250 N/m and 0.602 kJ/mol for 2000 N/m. Read backwards, the formula turns an energy tolerance into a tolerance for the bond length. For $k=500$ N/m, an error of 1 kJ/mol is reached at $0.01\sqrt{1/0.151}\approx0.026$ Å.

In a larger molecule the errors of separate bonds accumulate. If ten such bonds are each wrong by 0.01 Å and the couplings between them are neglected, the total is about 1.5 kJ/mol. It makes no difference to the leading term whether a bond is too long or too short, so in this approximation errors of opposite sign do not cancel.

The nitrogen molecule shows how far the leading term can be trusted. Let the better method be CCSD(T) in the cc-pVDZ basis, with the 1s electrons left uncorrelated. A polynomial through energies at five bond lengths, whose derivatives are uncertain in the last digit quoted, puts its minimum at 1.1189 Å, with $k=2256$ N/m and $f/(3k)=-2.49\ \text{Å}^{-1}$. For a bond error of 0.01 Å in either direction,

$$
\tfrac12N_Akd^2
=\tfrac12(6.022\times10^{23})(2256)(10^{-12})^2\ \mathrm{J/mol}
=0.679\ \mathrm{kJ/mol}.
$$

Separate CCSD(T) energies at the displaced structures give 0.663 kJ/mol for the longer bond and 0.697 kJ/mol for the shorter one. The difference is the work of the cubic term. With $d=\pm0.01$ Å its relative size is $\mp0.025$, so equation (3) gives 0.663 and 0.696 kJ/mol when $k$ and $f$ are kept unrounded (the rounded values quoted above give 0.662 for the first). Because $f$ is negative, the curve is steeper on the side of short bonds, and a bond slightly too short costs more than one equally too long.

An actual cheap geometry can be further away. Hartree–Fock in the same basis puts the minimum at 1.0773 Å, so that $d=-0.0416$ Å. The quadratic term is now 11.77 kJ/mol. It has grown by the square of the ratio of displacements, about 17, compared with the case of 0.01 Å. The cubic correction has the relative size

$$
\frac{f}{3k}\,d=(-2.49)(-0.0416)\approx0.104,
$$

which raises the estimate to $11.77\times1.104\approx12.99$ kJ/mol. The direct difference of two CCSD(T) energies is 13.06 kJ/mol. The quadratic term alone is therefore about 10% below the direct value, and the estimate with the cubic term about 0.6% below it. For this molecule a Hartree–Fock geometry would spoil an energy meant to be good to a few kJ/mol, whereas a geometry within 0.01 Å would not.

These numbers describe one surface, that of CCSD(T) in a small basis. They do not say how far that surface is from the exact one. A larger basis would move its minimum and change its energy, and neither change is part of $\delta$.

The comparison so far required the minimum $q_*$, which is what one hoped not to compute. The forces of the better method at $q'$ offer a way round. Let $g=\nabla E(q')$ and $H'=H(q')$. In one dimension, keeping terms up to the third derivative,

$$
g=kd+\tfrac12fd^2,\qquad H'=k+fd.
$$

Set $x=fd/k$. Then $g=kd(1+x/2)$ and $H'=k(1+x)$, and therefore

$$
\frac{g^2}{2H'}
=\tfrac12kd^2\,\frac{(1+x/2)^2}{1+x}
=\tfrac12kd^2\,\frac{1+x+x^2/4}{1+x}
=\tfrac12kd^2\left(1+\frac{x^2}{4(1+x)}\right).
$$

The term linear in $x$ has cancelled. The estimate reproduces the quadratic term up to corrections of fourth order in $d$, but it does not contain the cubic term of $\delta$. For several coordinates the corresponding estimate is

$$
\delta\approx\tfrac12\,g^{T}(H')^{-1}g. \tag{4}
$$

To leading order this follows from $g\approx H_*d$ and $H'\approx H_*$, because $d^{T}H_*H_*^{-1}H_*d=d^{T}H_*d$. The cubic terms cancel here as well. Let $T$ be the symmetric matrix with elements $T_{ij}=\sum_l E_{ijl}\,d_l$, where $E_{ijl}$ are the third derivatives of $E$ at $q_*$. Then $g=H_*d+\tfrac12Td+\dots$, $H'=H_*+T+\dots$ and $(H')^{-1}=H_*^{-1}-H_*^{-1}TH_*^{-1}+\dots$. In $g^{T}(H')^{-1}g$ the two cross terms between the parts of $g$ give $+d^{T}Td$ and the correction to the inverse gives $-d^{T}Td$, so $g^{T}(H')^{-1}g=d^{T}H_*d$ up to terms of fourth order in $d$. One gradient of the better method is thus enough if a Hessian is available. The Hessian of the cheaper method may be used in its place, with an error that reflects the difference between the two: if it is too stiff by a common factor $1+\varepsilon$, the estimate is too small by the same factor.

The gradient also shows where the displacement comes from. Write the cheaper surface as $E+\Delta$. At its minimum the total slope is zero, so $g=-\nabla\Delta(q')$. A constant difference between the methods has no effect on the geometry; a difference that varies with the structure acts as a spurious force. For one bond the leading terms are

$$
d\approx-\frac{\Delta'}{k},\qquad
\delta\approx\frac{(\Delta')^2}{2k}.
$$

For a given error in length, a stiff bond costs more energy than a soft one. For a given spurious force the order is reversed, since the soft bond yields further. Which comparison applies depends on what is known about the cheaper method.

Water provides a case with two coordinates, the common length $r$ of both bonds and the angle $a$ between them. The better method is now MP2 with an uncorrelated oxygen 1s pair, and the cheaper one Hartree–Fock, both in the cc-pVDZ basis. The two bonds are kept equal, so the minima are those among symmetric structures. MP2 gives 0.9649 Å and 101.90°, Hartree–Fock 0.9463 Å and 104.61°. The displacements are $d_r=-0.0186$ Å and $d_a=0.0473$ rad. Written out, equation (2) reads

$$
\delta\approx\tfrac12H_{rr}d_r^2+\tfrac12H_{aa}d_a^2+H_{ra}d_rd_a .
$$

The coupling term has no factor one half because the matrix product contains it twice, as $ra$ and as $ar$. The element $H_{rr}=3.862$ hartree/Å² belongs to both bonds stretching together, so the stretch term already counts both bonds and must not be doubled. The derivatives for water are taken from a polynomial through sixteen energies, so their last digit is uncertain. With $H_{aa}=0.170$ hartree/rad², $H_{ra}=0.129$ hartree/(Å rad) and 1 hartree = 2625.5 kJ/mol,

$$
\begin{aligned}
\tfrac12H_{rr}d_r^2&=\tfrac12(3.862)(0.0186)^2\ \text{hartree}\approx1.75\ \mathrm{kJ/mol},\\
\tfrac12H_{aa}d_a^2&=\tfrac12(0.170)(0.0473)^2\ \text{hartree}\approx0.50\ \mathrm{kJ/mol},\\
H_{ra}d_rd_a&=(0.129)(-0.0186)(0.0473)\ \text{hartree}\approx-0.30\ \mathrm{kJ/mol}.
\end{aligned}
$$

The sum is 1.95 kJ/mol. The coupling term is negative because the bond is too short while the angle is too wide, and $H_{ra}$ is positive. A negative part does not endanger the sign of the whole: the Hessian is positive definite in these two coordinates, which means that the full quadratic form is positive for every nonzero displacement. Leaving out the coupling would have given 2.25 kJ/mol.

The direct difference of MP2 energies is 2.03 kJ/mol, so the quadratic estimate is about 4% too small. Equation (4) with the MP2 Hessian at the Hartree–Fock structure gives 1.96 kJ/mol, close to the quadratic value, as expected from the cancellation found above. With the Hartree–Fock Hessian it gives 1.88 kJ/mol, about 7% below the direct value. For deciding whether to reoptimize, such accuracy is ample in this example.

The upward sign belongs to the energy of one molecule at a minimum. It does not carry over to energy differences. If each species in a reaction is treated at its cheaper geometry, the computed reaction energy has the error

$$
\delta_{\text{reaction}}=\sum_{\text{products}}\delta-\sum_{\text{reactants}}\delta ,
$$

with each species counted as often as it occurs in the reaction equation. The two sums may partly cancel, and the result may have either sign. Indeed, writing the reaction backwards reverses it. For dissociation into atoms there is no such cancellation, since an atom has no internal geometry. The molecule lies too high by $\delta$, and its electronic dissociation energy comes out too small by the same amount. For nitrogen at the Hartree–Fock bond length this is the 13.06 kJ/mol found above.

Transition structures need separate care. The gradient of $E$ vanishes at a saddle point too, so equations (1) and (2) remain valid with $q_*$ the saddle of the better method and $q'$ that of the cheaper one. But $H_*$ now has one negative eigenvalue. A small displacement along the corresponding direction lowers the energy, while displacements in the remaining directions raise it. The sign of the total depends on which part is larger.

A model with one dimensionless coordinate $x$ shows the downward case. Let the better surface be

$$
V(x)=B(1-x^2)^2=B(1-2x^2+x^4),\qquad B=50\ \mathrm{kJ/mol},
$$

with minima at $x=\pm1$ and a barrier top at $x=0$, where $V''=-4B=-200$ kJ/mol. Let the cheaper surface be $V(x)+cx$ with $c=20$ kJ/mol. Its stationary points satisfy

$$
4Bx(x^2-1)+c=0 .
$$

Near the top $x^2$ is small compared with 1, so $x\approx c/(4B)=0.10$; the numerical root is 0.1010. The single point on the better surface then errs by approximately

$$
\tfrac12(-200\ \mathrm{kJ/mol})(0.1010)^2\approx-1.02\ \mathrm{kJ/mol},
$$

and the direct difference is also $-1.02$ kJ/mol to this precision.

The reactant is displaced as well. At $x=-1$ the curvature is $V''=B(12x^2-4)=8B=400$ kJ/mol, so the tilt moves this minimum by about $-c/(8B)=-0.05$. To leading order its energy rises by $\tfrac12(400)(0.05)^2=0.5$ kJ/mol. The top is too low and the starting point too high, and the barrier is too small by about $1.0+0.5=1.5$ kJ/mol. Here the two geometry errors add instead of cancelling.

The tolerance for a geometry also depends on the quantity computed there. The energy is insensitive because its first derivative vanishes at the minimum; a force constant has no such protection. To first order, the curvature at the displaced bond length is $k+fd$, with the relative change

$$
\frac{fd}{k}=3\left(\frac{f}{3k}\right)d .
$$

For nitrogen and a bond 0.01 Å too long this is $3(-2.49)(0.01)\approx-0.075$. The curvature falls by about 7.5%. A harmonic frequency computed from it, being proportional to its square root, would fall by nearly 4%. The same displacement changes the energy by 0.66 kJ/mol. A structure that serves well for a single-point energy can therefore still be unsuitable for vibrations with the better method. The results of the electronic-structure calculations, and those for the saddle point of the model, are collected in the numerical output below.

## Numbers as computed

```
Bond error 0.01 angstrom, quadratic energy error:
  k = 250 N/m: 0.0753 kJ/mol
  k = 500 N/m: 0.1506 kJ/mol
  k = 1000 N/m: 0.3011 kJ/mol
  k = 2000 N/m: 0.6022 kJ/mol
N2, frozen-core CCSD(T)/cc-pVDZ:
  bond length at minimum: 1.1189 angstrom
  force constant k: 2256 N/m
  third derivative f: -38.6 hartree/angstrom^3
  f/(3k): -2.49 1/angstrom
  0.01 too long: r = 1.1289, d = 0.0100 angstrom
    direct error: 0.663 kJ/mol
    quadratic: 0.679 kJ/mol
    with cubic term: 0.663 kJ/mol
  0.01 too short: r = 1.1089, d = -0.0100 angstrom
    direct error: 0.697 kJ/mol
    quadratic: 0.679 kJ/mol
    with cubic term: 0.696 kJ/mol
  HF minimum: r = 1.0773, d = -0.0416 angstrom
    direct error: 13.064 kJ/mol
    quadratic: 11.769 kJ/mol
    with cubic term: 12.988 kJ/mol
Water, frozen-core MP2 at HF minimum, cc-pVDZ:
  MP2: r = 0.9649 angstrom, angle = 101.90 degrees
  HF: r = 0.9463 angstrom, angle = 104.61 degrees
  displacement: -0.0186 angstrom, 0.0473 radian
  H_rr: 3.862 hartree/angstrom^2
  H_aa: 0.170 hartree/radian^2
  H_ra: 0.129 hartree/(angstrom radian)
  stretch term: 1.752 kJ/mol
  bend term: 0.500 kJ/mol
  coupling term: -0.298 kJ/mol
  quadratic total: 1.954 kJ/mol
  direct error: 2.028 kJ/mol
  gradient, MP2 Hessian: 1.962 kJ/mol
  gradient, HF Hessian: 1.880 kJ/mol
Double well: barrier 50, tilt 20 kJ/mol
  cheaper saddle: x = 0.1010 (dimensionless)
  direct error: -1.016 kJ/mol
  quadratic error: -1.021 kJ/mol
```
